# Exact Exchange and the Distance Dependence of Charge-Transfer Excitations: a program that tests the result

```python
"""
Result under test: for a donor D and an acceptor A (neutral, centrosymmetric,
centres R apart) the singlet charge-transfer excitation i(D) -> a(A) in
adiabatic linear-response TDDFT is
    omega(R) = eps_a - eps_i - w(R)/R + O(R^-3),
    w(r) = short + (long - short) * erf(mu r),
where short and long are the exact-exchange fractions at small and large r.
A global hybrid has short = long = c; only long = 1 restores -1/R.
eps_i, eps_a: orbital energies of the isolated fragments (hartree); R in bohr.
One side of the tests is the full response matrix of the dimer, the other is
the formula with fragment data. System: H2 (donor) parallel to F2 (acceptor).
"""
import numpy as np
from scipy.special import erf
from scipy.linalg import block_diag
from scipy.constants import physical_constants
from pyscf import gto, scf, dft, tdscf

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BASIS = "6-31g"
BOND_H2, BOND_F2 = 1.40, 2.67          # chosen bond lengths, bohr
DISTANCES = (10.0, 20.0, 40.0)         # bohr
METHODS = {"PBE": "pbe,pbe", "PBE0": "pbe0", "HF": None,
           "CAM-B3LYP": "camb3lyp", "LRC-wPBE": "HYB_GGA_XC_LRC_WPBE"}


def diatomic(symbol, bond, x):
    return [(symbol, (x, 0.0, -bond / 2)), (symbol, (x, 0.0, bond / 2))]


def molecule(atoms, charge=0, spin=0):
    return gto.M(atom=atoms, unit="Bohr", basis=BASIS, charge=charge,
                 spin=spin, verbose=0)


def run_scf(mol, xc, dm0=None):
    if xc is None:
        mf = scf.RHF(mol)
    else:
        mf = dft.UKS(mol) if mol.spin else dft.RKS(mol)
        mf.xc = xc
        mf.grids.level = 1
    mf.conv_tol = 1e-10
    mf.conv_tol_grad = 1e-6 if mol.spin == 0 else 1e-5
    mf.max_cycle = 100
    mf.kernel(dm0=dm0)
    assert mf.converged
    return mf


def exchange_weights(mf, xc):
    """Return mu and the exact-exchange fractions at short and long range."""
    if xc is None:
        return 0.0, 1.0, 1.0
    mu, long_range, short_range = mf._numint.rsh_and_hybrid_coeff(xc, 0)
    if mu == 0:
        long_range = short_range
    return mu, short_range, long_range


def transform(eri, c1, c2, c3, c4):
    return np.einsum("pqrs,pi,qj,rk,sl->ijkl", eri, c1, c2, c3, c4,
                     optimize=True)


def semilocal_kernel(mf, nocc):
    """2 (ia|f_xc|jb) for a GGA, by quadrature over the molecular grid."""
    ni, mol, coeff = mf._numint, mf.mol, mf.mo_coeff
    npair = nocc * (coeff.shape[1] - nocc)
    total = np.zeros((npair, npair))
    coords, weights = mf.grids.coords, mf.grids.weights
    for start in range(0, len(weights), 4000):
        part = slice(start, start + 4000)
        orb = ni.eval_ao(mol, coords[part], deriv=1) @ coeff
        occ, vir = orb[:, :, :nocc], orb[:, :, nocc:]
        rho = 2 * np.einsum("ri,xri->xr", occ[0], occ)
        rho[1:] *= 2
        fxc = ni.eval_xc_eff(mf.xc, rho, deriv=2, xctype="GGA")[2]
        fxc = np.where(rho[0] > 1e-9, fxc, 0.0) * weights[part]
        pair = occ[:, :, :, None] * vir[0][None, :, None, :]
        pair[1:] += occ[0][None, :, :, None] * vir[1:][:, :, None, :]
        pair = pair.reshape(4, -1, npair)
        weighted = np.einsum("xyr,yrk->xrk", fxc, pair)
        total += pair.reshape(-1, npair).T @ weighted.reshape(-1, npair)
    return 2 * total


def charge_transfer_state(mf, xc, n_donor_ao):
    """Diagonalize the full singlet response problem, pick the CT state."""
    mol, coeff, eps = mf.mol, mf.mo_coeff, mf.mo_energy
    nocc = mol.nelectron // 2
    occ, vir = coeff[:, :nocc], coeff[:, nocc:]
    nvir = vir.shape[1]
    npair = nocc * nvir
    mu, short_range, long_range = exchange_weights(mf, xc)
    eri = mol.intor("int2e")
    eri_x = short_range * eri
    if mu != 0:
        with mol.with_range_coulomb(mu):
            eri_x = eri_x + (long_range - short_range) * mol.intor("int2e")
    coulomb = 2 * transform(eri, occ, vir, occ, vir).reshape(npair, npair)
    x_a = transform(eri_x, occ, occ, vir, vir).transpose(0, 2, 1, 3)
    x_b = transform(eri_x, occ, vir, occ, vir).transpose(0, 3, 2, 1)
    kernel = np.zeros_like(coulomb) if xc is None else semilocal_kernel(mf, nocc)
    gaps = (eps[None, nocc:] - eps[:nocc, None]).ravel()
    a_mat = np.diag(gaps) + coulomb + kernel - x_a.reshape(npair, npair)
    b_mat = coulomb + kernel - x_b.reshape(npair, npair)
    squares, vectors = np.linalg.eig((a_mat - b_mat) @ (a_mat + b_mat))
    assert np.min(squares.real) > 0 and np.max(np.abs(squares.imag)) < 1e-8

    overlap_c = mol.intor("int1e_ovlp") @ coeff
    on_donor = np.sum((coeff * overlap_c)[:n_donor_ao], axis=0)
    i = int(np.argmax(on_donor[:nocc]))
    a = int(np.flatnonzero(on_donor[nocc:] < 0.5)[0])
    pair = i * nvir + a
    share = np.abs(vectors) ** 2
    share = share / share.sum(axis=0)
    state = int(np.argmax(share[pair]))
    return {"omega": float(np.sqrt(squares[state].real)),
            "share": float(share[pair, state]),
            "lowest": float(np.sqrt(np.min(squares.real))),
            "coulomb": float(coulomb[pair, pair]),
            "kernel": float(kernel[pair, pair]),
            "i": i, "a": nocc + a, "mf": mf}


donor = molecule(diatomic("H", BOND_H2, 0.0))
acceptor = molecule(diatomic("F", BOND_F2, 0.0))
results, gap, weights_of, fragment_energy = {}, {}, {}, {}
for name, xc in METHODS.items():
    mf_d, mf_a = run_scf(donor, xc), run_scf(acceptor, xc)
    eps_i = mf_d.mo_energy[donor.nelectron // 2 - 1]
    eps_a = mf_a.mo_energy[acceptor.nelectron // 2]
    gap[name] = (eps_i, eps_a, eps_a - eps_i)
    fragment_energy[name] = (mf_d.e_tot, mf_a.e_tot)
    weights_of[name] = exchange_weights(mf_d, xc)
    guess = block_diag(mf_d.make_rdm1(), mf_a.make_rdm1())
    for R in DISTANCES:
        dimer = molecule(diatomic("H", BOND_H2, 0.0) + diatomic("F", BOND_F2, R))
        mf = run_scf(dimer, xc, guess)
        results[name, R] = charge_transfer_state(mf, xc, donor.nao_nr())


def predicted(name, R):
    mu, short_range, long_range = weights_of[name]
    w = short_range + (long_range - short_range) * erf(mu * R)
    return gap[name][2] - w / R


# Full dimer response against the formula built from isolated fragments.
remainder, fraction = {}, {}
for name in METHODS:
    for R in DISTANCES:
        remainder[name, R] = results[name, R]["omega"] - predicted(name, R)
        assert results[name, R]["share"] > 0.9
    assert abs(remainder[name, 20.0]) < 6e-4
    assert abs(remainder[name, 40.0]) < 1.5e-4   # includes grid noise
    rise = results[name, 40.0]["omega"] - results[name, 20.0]["omega"]
    fraction[name] = rise / (1 / 20.0 - 1 / 40.0)
    assert abs(fraction[name] - weights_of[name][2]) < 0.02

# Order of the remainder: doubling R must divide it by about 2^3.
order_ratio = remainder["HF", 20.0] / remainder["HF", 40.0]
assert 7.0 < order_ratio < 9.5

# Terms carried by the overlap of i and a are negligible already at 10 bohr.
near = results["PBE", 10.0]
assert abs(near["coulomb"]) < 1e-4 and abs(near["kernel"]) < 1e-4

# The response matrix against the iterative solver of the library.
solver = tdscf.TDDFT(results["CAM-B3LYP", 10.0]["mf"])
solver.nstates = 3
solver.verbose = 0
solver.kernel()
lowest_library = float(np.min(solver.e))
lowest_here = results["CAM-B3LYP", 10.0]["lowest"]
assert abs(lowest_library - lowest_here) < 1e-4

# Hartree-Fock energy of the determinant with one electron moved i -> a.
hf = results["HF", 20.0]
mf, i, a = hf["mf"], hf["i"], hf["a"]
C = mf.mo_coeff
nocc = mf.mol.nelectron // 2
rho_i, rho_a = np.outer(C[:, i], C[:, i]), np.outer(C[:, a], C[:, a])
closed = C[:, :nocc] @ C[:, :nocc].T
moved = scf.UHF(mf.mol).energy_tot(dm=np.array([closed + rho_a, closed - rho_i]))
determinant_energy = moved - mf.e_tot
attraction = np.einsum("pq,pqrs,rs->", rho_i, mf.mol.intor("int2e"), rho_a)
orbital_formula = mf.mo_energy[a] - mf.mo_energy[i] - attraction
assert abs(determinant_energy - orbital_formula) < 1e-6

# The erf law where it is not yet saturated: mu R = 1.
MU_TEST = 0.05
with mf.mol.with_range_coulomb(MU_TEST):
    long_attraction = np.einsum("pq,pqrs,rs->", rho_i,
                                mf.mol.intor("int2e"), rho_a)
long_formula = erf(MU_TEST * 20.0) / 20.0
assert abs(long_attraction - long_formula) < 4e-4

# Offset: orbital gap against IP - EA from total energies of the ions.
fundamental = {}
for name in ("PBE", "LRC-wPBE"):
    cation = run_scf(molecule(diatomic("H", BOND_H2, 0.0), 1, 1), METHODS[name])
    anion = run_scf(molecule(diatomic("F", BOND_F2, 0.0), -1, 1), METHODS[name])
    ip = cation.e_tot - fragment_energy[name][0]
    ea = fragment_energy[name][1] - anion.e_tot
    fundamental[name] = (ip, ea, ip - ea)
offset_error = {n: gap[n][2] - fundamental[n][2] for n in fundamental}
assert offset_error["PBE"] < -0.1
assert abs(offset_error["LRC-wPBE"]) < 0.5 * abs(offset_error["PBE"])

print(f"bond lengths H2, F2: {BOND_H2:.2f}, {BOND_F2:.2f} bohr; basis {BASIS}")
print("exact-exchange fractions (short range, long range) and mu in 1/bohr")
for name in METHODS:
    mu, s, l = weights_of[name]
    print(f"  {name:10s} short {s:.3f}  long {l:.3f}  mu {mu:.3f}")
print("fragment orbital energies eps_i(H2), eps_a(F2), gap, in hartree")
for name in METHODS:
    print(f"  {name:10s} {gap[name][0]:9.5f} {gap[name][1]:9.5f} {gap[name][2]:9.5f}")
print("CT energy of dimer at R = 10, 20, 40 bohr, in hartree")
for name in METHODS:
    print(f"  {name:10s}", *(f"{results[name, R]['omega']:9.5f}" for R in DISTANCES))
print("dimer minus fragment formula at R = 10, 20, 40 bohr, in 1e-5 hartree")
for name in METHODS:
    print(f"  {name:10s}", *(f"{1e5 * remainder[name, R]:8.2f}" for R in DISTANCES))
print("effective fraction from 20 and 40 bohr; rise of CT energy in eV")
for name in METHODS:
    rise = results[name, 40.0]["omega"] - results[name, 20.0]["omega"]
    print(f"  {name:10s} fraction {fraction[name]:7.4f}  rise {rise * HARTREE_EV:7.4f} eV")
print(f"rise of 1/R law from 20 to 40 bohr: {HARTREE_EV / 40:.4f} eV")
print(f"smallest share of i->a in the CT state: {min(r['share'] for r in results.values()):.4f}")
print(f"HF remainder ratio, 20 over 40 bohr: {order_ratio:.3f}")
print(f"PBE, 10 bohr: 2(ia|ia) = {near['coulomb']:.2e} hartree")
print(f"PBE, 10 bohr: 2(ia|fxc|ia) = {near['kernel']:.2e} hartree")
print(f"CAM-B3LYP lowest root, 10 bohr: matrix {lowest_here:.6f} hartree")
print(f"CAM-B3LYP lowest root, 10 bohr: library {lowest_library:.6f} hartree")
print(f"HF moved-electron determinant, 20 bohr: {determinant_energy:.7f} hartree")
print(f"HF eps_a - eps_i - (ii|aa), 20 bohr: {orbital_formula:.7f} hartree")
print(f"HF (ii|aa), 20 bohr: {attraction:.6f} hartree; 1/R = {1 / 20.0:.6f} hartree")
print(f"erf attraction, mu = {MU_TEST} 1/bohr, 20 bohr: {long_attraction:.6f} hartree")
print(f"erf(mu R)/R for the same case: {long_formula:.6f} hartree")
for name in fundamental:
    ip, ea, fund = fundamental[name]
    print(f"{name}: IP {ip:.5f}, EA {ea:.5f}, IP-EA {fund:.5f} hartree")
    print(f"{name}: orbital gap minus (IP-EA) = {offset_error[name]:.5f} hartree"
          f" = {offset_error[name] * HARTREE_EV:.3f} eV")
print("tests ok")
```

Running it gives:

```
bond lengths H2, F2: 1.40, 2.67 bohr; basis 6-31g
exact-exchange fractions (short range, long range) and mu in 1/bohr
  PBE        short 0.000  long 0.000  mu 0.000
  PBE0       short 0.250  long 0.250  mu 0.000
  HF         short 1.000  long 1.000  mu 0.000
  CAM-B3LYP  short 0.190  long 0.650  mu 0.330
  LRC-wPBE   short 0.000  long 1.000  mu 0.300
fragment orbital energies eps_i(H2), eps_a(F2), gap, in hartree
  PBE         -0.38095  -0.19585   0.18510
  PBE0        -0.44230  -0.13808   0.30422
  HF          -0.59556   0.08514   0.68070
  CAM-B3LYP   -0.50031  -0.08672   0.41358
  LRC-wPBE    -0.52779  -0.06456   0.46323
CT energy of dimer at R = 10, 20, 40 bohr, in hartree
  PBE          0.18507   0.18509   0.18510
  PBE0         0.27955   0.29176   0.29797
  HF           0.58220   0.63089   0.65572
  CAM-B3LYP    0.34947   0.38120   0.39735
  LRC-wPBE     0.36456   0.41340   0.43825
dimer minus fragment formula at R = 10, 20, 40 bohr, in 1e-5 hartree
  PBE           -3.26    -0.63    -0.09
  PBE0          32.94     4.04     0.50
  HF           150.57    19.25     2.41
  CAM-B3LYP     88.50    11.19     1.40
  LRC-wPBE     132.84    16.83     2.11
effective fraction from 20 and 40 bohr; rise of CT energy in eV
  PBE        fraction  0.0002  rise  0.0001 eV
  PBE0       fraction  0.2486  rise  0.1691 eV
  HF         fraction  0.9933  rise  0.6757 eV
  CAM-B3LYP  fraction  0.6461  rise  0.4395 eV
  LRC-wPBE   fraction  0.9941  rise  0.6763 eV
rise of 1/R law from 20 to 40 bohr: 0.6803 eV
smallest share of i->a in the CT state: 1.0000
HF remainder ratio, 20 over 40 bohr: 7.996
PBE, 10 bohr: 2(ia|ia) = 6.88e-09 hartree
PBE, 10 bohr: 2(ia|fxc|ia) = -3.80e-09 hartree
CAM-B3LYP lowest root, 10 bohr: matrix 0.154569 hartree
CAM-B3LYP lowest root, 10 bohr: library 0.154569 hartree
HF moved-electron determinant, 20 bohr: 0.6308919 hartree
HF eps_a - eps_i - (ii|aa), 20 bohr: 0.6308919 hartree
HF (ii|aa), 20 bohr: 0.049813 hartree; 1/R = 0.050000 hartree
erf attraction, mu = 0.05 1/bohr, 20 bohr: 0.042001 hartree
erf(mu R)/R for the same case: 0.042135 hartree
PBE: IP 0.60065, EA -0.04879, IP-EA 0.64944 hartree
PBE: orbital gap minus (IP-EA) = -0.46434 hartree = -12.635 eV
LRC-wPBE: IP 0.60541, EA -0.03571, IP-EA 0.64112 hartree
LRC-wPBE: orbital gap minus (IP-EA) = -0.17789 hartree = -4.841 eV
tests ok
```
